\section*{Pure quadrupole resonance frequencies for spin 3/2 and spin 1}

\section*{Question}

I am trying to derive the zero-field quadrupole resonance frequencies
\[
\nu=\frac{e^2qQ}{2h}\sqrt{1+\frac{\eta^2}{3}}\quad (I=3/2),
\qquad
\nu_\pm=\frac{3e^2qQ}{4h}\left(1\pm\frac{\eta}{3}\right)\quad (I=1).
\]
For $\eta=0$ the Hamiltonian is diagonal in $m$ and I get both results. With $\eta\neq0$ I tried first-order perturbation theory in the states $|m\rangle$, but the $\eta$ term has no diagonal elements, so nothing changes. Where do a square root in one case and a linear splitting in the other come from? I am also puzzled by the counting: four states give one frequency for $I=3/2$, while three states give two for $I=1$. Should three levels not give three differences? Finally, I do not know where the prefactor of the Hamiltonian comes from, or what happens if $e^2qQ$ is negative.

\section*{Answer}

Your counting objection is right: spin 1 has a third line, at $\nu_+-\nu_-$. The perturbation argument fails for spin 1 because the $\eta$ term couples two degenerate states. For spin 3/2 it couples states of different energy, so the change begins at second order. Both Hamiltonians can be diagonalized in closed form, so no expansion in $\eta$ is needed.

\subsection*{The Hamiltonian and its prefactor}

Let $\Phi$ be the potential of the charges outside the nucleus and $V_{ab}=\partial_a\partial_b\Phi$ its second derivatives at the nuclear centre. If no external charge lies at the nucleus, Laplace's equation gives $\sum_aV_{aa}=0$. In an atom or molecule the electron density at the nucleus gives $V$ a trace. That part multiplies the scalar $\sum_ke_kr_k^2$ in the expansion below and shifts all levels of the multiplet equally, so $V$ may be taken as the traceless part. For nuclear charges $e_k$ at $\mathbf r_k$, the energy to second order is
\[
\sum_k e_k\Phi(\mathbf r_k)
=\Phi(0)\sum_k e_k+\sum_{k,a}e_kx_{ka}\,\partial_a\Phi(0)
+\frac12\sum_{ab}V_{ab}\sum_k e_kx_{ka}x_{kb}.
\]
The first term is the same for all orientations. The second vanishes in a nuclear state of definite parity. In the third we may subtract $\delta_{ab}r_k^2/3$ from $x_{ka}x_{kb}$, because $V$ is traceless. This gives
\[
H=\frac16\sum_{ab}V_{ab}Q_{ab},\qquad
Q_{ab}=\sum_ke_k(3x_{ka}x_{kb}-\delta_{ab}r_k^2).
\]
If all external charges lie outside the nucleus, $\Phi$ obeys Laplace's equation throughout it, the term of order $L$ in the expansion is an operator of rank $L$, and higher terms do not contribute within the multiplets considered here. An operator of rank $L$ has matrix elements within a spin-$I$ multiplet only if $L\le2I$. This leaves at most rank 3, and the electric rank-3 term is odd under parity. Electron density inside the nucleus modifies this: the fourth-order term then contains a rank-2 part, proportional to the traceless part of $\partial_a\partial_b\nabla^2\Phi$, which has the same spin form as $H$ and slightly changes the effective $V_{ab}$. For a nonrelativistic hydrogen-like $2p$ density its relative size is of order $(ZR/a_0)^2$, with $R$ the nuclear radius: about $5\times10^{-8}$ for $Z=7$ and $10^{-5}$ for $Z=53$. It is neglected here.

I take $\mathbf I$ dimensionless. By the Wigner--Eckart theorem, $Q_{ab}$ within the multiplet is proportional to the symmetric traceless tensor made from $\mathbf I$:
\[
Q_{ab}=c\left[\frac32(I_aI_b+I_bI_a)-\delta_{ab}\mathbf I^2\right].
\]
The quadrupole moment $Q$ is defined by $eQ=\langle I,I|Q_{zz}|I,I\rangle$, so
\[
eQ=c\,[3I^2-I(I+1)]=c\,I(2I-1),\qquad c=\frac{eQ}{I(2I-1)}.
\]

Now use the principal axes of $V$, labelled so that $|V_{zz}|\ge|V_{yy}|\ge|V_{xx}|$, and define
\[
V_{zz}=eq,\qquad \eta=\frac{V_{xx}-V_{yy}}{V_{zz}}.
\]
Together with $V_{xx}+V_{yy}=-V_{zz}$ this gives
\[
V_{xx}=-\frac{1-\eta}{2}V_{zz},\qquad V_{yy}=-\frac{1+\eta}{2}V_{zz}.
\]
The condition $|V_{xx}|\le|V_{yy}|$ requires $\eta\ge0$, and $|V_{yy}|\le|V_{zz}|$ requires $\eta\le1$. In these axes the $\mathbf I^2$ part drops out because $V$ is traceless:
\begin{align*}
H&=\frac c6\sum_aV_{aa}(3I_a^2-\mathbf I^2)=\frac c2\sum_aV_{aa}I_a^2\\
&=\frac{cV_{zz}}2\left[I_z^2-\frac12(I_x^2+I_y^2)+\frac\eta2(I_x^2-I_y^2)\right].
\end{align*}
Replacing $I_x^2+I_y^2$ by $\mathbf I^2-I_z^2$ and writing $C=e^2qQ$, we obtain
\[
H=\frac{C}{4I(2I-1)}K,\qquad
K=3I_z^2-\mathbf I^2+\eta(I_x^2-I_y^2).
\]
Here $C$ is an energy and may have either sign. In Hartree atomic units $e=\hbar=1$, so $C=QV_{zz}$ and $h=2\pi$.

\subsection*{Spin 3/2: the square root}

Adding the squares of $I_\pm=I_x\pm iI_y$ cancels the mixed products, so
\[
I_x^2-I_y^2=\frac12(I_+^2+I_-^2).
\]
The $\eta$ term therefore connects states whose $m$ differs by 2. The pairs are $\{3/2,-1/2\}$ and $\{-3/2,1/2\}$. The diagonal elements of $K$ are $3m^2-15/4$, which is $3$ for $m=\pm3/2$ and $-3$ for $m=\pm1/2$.

For the off-diagonal element use $I_+|m\rangle=\sqrt{15/4-m(m+1)}\,|m+1\rangle$. The step from $-1/2$ to $1/2$ gives a factor 2 and the step from $1/2$ to $3/2$ gives $\sqrt3$. Hence
\[
\left\langle\tfrac32\right|K\left|-\tfrac12\right\rangle
=\frac\eta2\,(2\sqrt3)=\sqrt3\,\eta.
\]
In the other pair the same two factors occur in the opposite order. Both blocks are therefore
\[
\begin{pmatrix}3&\sqrt3\,\eta\\ \sqrt3\,\eta&-3\end{pmatrix},
\qquad
\begin{pmatrix}3&\sqrt3\,\eta\\ \sqrt3\,\eta&-3\end{pmatrix}^2
=(9+3\eta^2)\begin{pmatrix}1&0\\0&1\end{pmatrix}.
\]
Each block has zero trace, so its eigenvalues are $\pm3\rho$ with $\rho=\sqrt{1+\eta^2/3}$. The prefactor of $H$ is $C/12$, and thus
\[
E=\pm\frac C4\rho,\qquad
\boxed{\nu=\frac{|C|}{2h}\sqrt{1+\frac{\eta^2}{3}}}
\]
Each energy occurs once in each block. These are the Kramers doublets of a half-integer spin with time-reversal symmetry, and they explain why four states give one nonzero frequency. For small $\eta$, $\rho\approx1+\eta^2/6$, so there is no first-order change, as you found.

\subsection*{Can the spin-3/2 line be driven?}

An oscillating magnetic field along axis $a$ couples through $I_a$. Let $S_a$ be the sum of $|\langle f|I_a|i\rangle|^2$ over the two states of each doublet. With $g=K/(3\rho)$ we have $g^2=1$, and the projectors on the doublets are $(1\pm g)/2$. Thus
\[
S_a=\frac14\mathrm{Tr}\,[(1+g)I_a(1-g)I_a]
=\frac14\left[\mathrm{Tr}\,I_a^2-\mathrm{Tr}(gI_agI_a)\right],
\]
since the terms linear in $g$ cancel under the trace. Expanding the square of the commutator gives
$\mathrm{Tr}[g,I_a]^2=2\mathrm{Tr}(gI_agI_a)-2\mathrm{Tr}\,I_a^2$. The commutator is anti-Hermitian, so
\[
S_a=-\frac18\mathrm{Tr}[g,I_a]^2=\frac18\sum_{mn}\left|[g,I_a]_{mn}\right|^2.
\]
For $a=z$ there are four nonzero elements, each of magnitude $2\sqrt3\,\eta/(3\rho)$, where the 2 is the difference in $m$. Therefore
\[
S_z=\frac18\cdot4\cdot\frac{12\eta^2}{9\rho^2}
=\frac{2\eta^2}{3\rho^2}=\frac{2\eta^2}{3+\eta^2}.
\]
For the other axes, note that $K$ is proportional to $\sum_aV_{aa}I_a^2$ and that
\[
\left[\sum_aV_{aa}I_a^2,I_z\right]=-i(V_{xx}-V_{yy})(I_xI_y+I_yI_x).
\]
So $S_z$ is proportional to $(V_{xx}-V_{yy})^2=\eta^2V_{zz}^2$. Cyclic permutation of the axes replaces this by $(V_{yy}-V_{zz})^2=(3+\eta)^2V_{zz}^2/4$ for $S_x$ and by $(V_{zz}-V_{xx})^2=(3-\eta)^2V_{zz}^2/4$ for $S_y$. The factor of proportionality is unchanged, which gives
\[
S_x=\frac{(3+\eta)^2}{2(3+\eta^2)},\qquad
S_y=\frac{(3-\eta)^2}{2(3+\eta^2)}.
\]
The three strengths add up to 3. The line is allowed for every $\eta$, but at $\eta=0$ a field along $z$ does not drive it.

\subsection*{Spin 1: the linear splitting and the third line}

Now the $\eta$ term connects $m=1$ with $m=-1$, which are degenerate at $\eta=0$. The right combinations are
\[
|x\rangle=\frac{|-1\rangle-|1\rangle}{\sqrt2},\qquad
|y\rangle=\frac{i(|-1\rangle+|1\rangle)}{\sqrt2},\qquad
|z\rangle=|0\rangle.
\]
Applying $I_z$ and $I_\pm$ to them gives
\begin{align*}
I_x|x\rangle&=0,& I_x|y\rangle&=i|z\rangle,& I_x|z\rangle&=-i|y\rangle,\\
I_y|x\rangle&=-i|z\rangle,& I_y|y\rangle&=0,& I_y|z\rangle&=i|x\rangle,\\
I_z|x\rangle&=i|y\rangle,& I_z|y\rangle&=-i|x\rangle,& I_z|z\rangle&=0.
\end{align*}
Applying each operator twice shows that $I_a^2|a\rangle=0$ and $I_b^2|a\rangle=|a\rangle$ for $b\ne a$. With $\mathbf I^2=2$,
\begin{align*}
K|x\rangle&=[3-2+\eta(0-1)]|x\rangle=(1-\eta)|x\rangle,\\
K|y\rangle&=[3-2+\eta(1-0)]|y\rangle=(1+\eta)|y\rangle,\\
K|z\rangle&=[0-2+\eta(1-1)]|z\rangle=-2|z\rangle.
\end{align*}
For $I=1$ the prefactor of $H$ is $C/4$, so
\[
E_x=\frac C4(1-\eta),\qquad E_y=\frac C4(1+\eta),\qquad E_z=-\frac C2.
\]
The differences are $E_y-E_z=C(3+\eta)/4$, $E_x-E_z=C(3-\eta)/4$ and $E_y-E_x=C\eta/2$. Hence
\[
\boxed{\nu_\pm=\frac{3|C|}{4h}\left(1\pm\frac\eta3\right),\qquad
\nu_0=\frac{|C|\eta}{2h}=\nu_+-\nu_-}
\]
The table of $I_a|b\rangle$ also gives the selection rules. A field along $x$ drives $\nu_+$, one along $y$ drives $\nu_-$, and one along $z$ drives $\nu_0$, each with squared matrix element 1.

At $\eta=0$, $\nu_+$ and $\nu_-$ merge and $\nu_0$ goes to zero. At the other limit, $\eta=1$, the levels are $-C/2$, $0$ and $C/2$. Then $\nu_-$ and $\nu_0$ coincide at half of $\nu_+$.

\subsection*{A worked example}

Take the model parameters $V_{zz}=1$ atomic unit, $Q=10^{-9}\,a_0^2$ and $\eta=0.3$ for both spins. Then $C=10^{-9}\,E_{\mathrm h}$ and $C/h=6.580$ MHz.

For $I=3/2$ the gap is
\[
\frac C2\sqrt{1+\frac{0.09}{3}}=0.5074\times10^{-9}\,E_{\mathrm h},
\qquad \nu=3.339\ \text{MHz}.
\]
The strengths for fields along $x$, $y$ and $z$ are 1.762, 1.180 and 0.058. A field along $z$ is thus a poor way to drive this line.

For $I=1$, in units of $10^{-9}\,E_{\mathrm h}$, the levels are $E_z=-0.500$, $E_x=0.7/4=0.175$ and $E_y=1.3/4=0.325$. The lines are
\begin{align*}
\nu_+:&\quad 0.325+0.500=0.825, &&5.428\ \text{MHz},\\
\nu_-:&\quad 0.175+0.500=0.675, &&4.441\ \text{MHz},\\
\nu_0:&\quad 0.325-0.175=0.150, &&0.987\ \text{MHz}.
\end{align*}

\subsection*{What the frequencies determine}

For spin 1, adding and subtracting the formulas for $\nu_\pm$ gives
\[
|C|=\frac{2h}{3}(\nu_++\nu_-),\qquad
\eta=\frac{3(\nu_+-\nu_-)}{\nu_++\nu_-}.
\]
In the example, $|C|=\frac23(0.825+0.675)=1.000$ in units of $10^{-9}\,E_{\mathrm h}$, and $\eta=3(0.150)/1.500=0.300$. This assumes that both lines come from nuclei at equivalent sites and have been assigned correctly.

For spin 3/2 one frequency fixes just the product $|C|\rho$. The line at 3.339 MHz would also result from $\eta=0$ and $|C|=1.0149\times10^{-9}\,E_{\mathrm h}$. Ignoring $\eta$ here overestimates $|C|$ by 1.5\% of its true value. Since $\rho$ grows from 1 at $\eta=0$ to 1.1547 at $\eta=1$, the overestimate cannot exceed about 15.5\%.

As for your last question, reversing the sign of $C$ turns the level scheme upside down and leaves every gap unchanged. That is why $|C|$ belongs in the formulas, and why these frequencies do not reveal the sign.

\subsection*{A check that does not use the spin Hamiltonian}

The prefactor can be tested with a model nucleus: one unit charge on a shell of radius $0.5\,a_0$ in a $p$ state. Alone it has $I=1$; coupled to a spin $1/2$ it can have $I=3/2$. In the stretched state of either multiplet $\langle\cos^2\theta\rangle=1/5$, so $Q=(3/5-1)(0.5\,a_0)^2=-0.1\,a_0^2$. The size is unlike that of a real nucleus, but the rank and parity argument above still holds, because the external charges lie outside the shell.

Three point charges were placed around it in no special orientation, giving $C=0.02506\,E_{\mathrm h}$ and $\eta=0.781$. The full Coulomb potential was integrated over the shell and the resulting matrix diagonalized. The largest gaps were $0.023681\,E_{\mathrm h}$ for $I=1$ and $0.013741\,E_{\mathrm h}$ for $I=3/2$, in agreement with the formulas to all printed digits. Reversing all external charges changed the sign of $C$ and left these gaps unchanged. The numerical output lists the values.

\subsection*{When a magnetic field is present}

The formulas assume that the quadrupole interaction acts alone. A static field $B$ adds $-\gamma\hbar\,\mathbf B\cdot\mathbf I$, with $\gamma$ the gyromagnetic ratio. For $I=3/2$, $\eta=0$ and $\mathbf B$ along $z$, each level shifts by $-\gamma\hbar Bm$, so the doublets split linearly in $B$. An oscillating field perpendicular to $z$ changes $m$ by one and therefore connects the doublets only through $3/2\leftrightarrow1/2$ and $-3/2\leftrightarrow-1/2$. In a weak static field along $z$ the single line thus becomes two, at $|C|/(2h)\pm\gamma B/(2\pi)$. A field tilted away from $z$ mixes $m=\pm1/2$ and in general gives four lines.

For $I=1$ with $0<\eta\le1$ the three levels are distinct, and the table above shows that $\langle a|I_b|a\rangle=0$ for every state and axis. The first-order shift is therefore zero, and a field whose coupling $\gamma\hbar B$ is small compared with all three gaps moves the lines only from second order on. Near $\eta=0$ this condition fails, because the gap $|C|\eta/2$ closes.

\section*{Table of computed values}
\begin{verbatim}
MODEL NUCLEUS: full Coulomb integral against formula
shell radius = 0.50 bohr, Q = -0.100000 bohr^2
I = 1: C = +0.02505511 hartree, eta = 0.780657
  largest gap: direct 0.0236811971, formula 0.0236811971 hartree
I = 1.5: C = +0.02505511 hartree, eta = 0.780657
  largest gap: direct 0.0137412037, formula 0.0137412037 hartree
I = 1: C = -0.02505511 hartree, eta = 0.780657
  largest gap: direct 0.0236811971, formula 0.0236811971 hartree
I = 1.5: C = -0.02505511 hartree, eta = 0.780657
  largest gap: direct 0.0137412037, formula 0.0137412037 hartree
WORKED EXAMPLE
Q = 1.0e-9 bohr^2, Vzz = 1.0 a.u., eta = 0.3
C = 1.0000 e-9 hartree; C/h = 6.5797 MHz
I = 3/2 levels (1e-9 hartree): -0.253722 -0.253722 +0.253722 +0.253722
I = 3/2 gap = 0.507445 e-9 hartree
I = 3/2 frequency = 3.3388 MHz
I = 3/2 strengths for field along x, y, z (dimensionless): 1.7621 1.1796 0.0583
I = 1 levels z, x, y (1e-9 hartree): -0.500000 +0.175000 +0.325000
I = 1 nu+: gap 0.825000 e-9 hartree, frequency 5.4282 MHz
  strengths for field along x, y, z (dimensionless): 1.0000 0.0000 0.0000
I = 1 nu-: gap 0.675000 e-9 hartree, frequency 4.4413 MHz
  strengths for field along x, y, z (dimensionless): 0.0000 1.0000 0.0000
I = 1 nu0: gap 0.150000 e-9 hartree, frequency 0.9870 MHz
  strengths for field along x, y, z (dimensionless): 0.0000 0.0000 1.0000
from nu+ and nu-: C = 1.0000 e-9 hartree, eta = 0.3000
same I = 3/2 line at eta = 0 needs C = 1.014889 e-9 hartree
I = 3/2 frequency ratio, eta = 1 to eta = 0: 1.154701
\end{verbatim}
